# Surface modes of a free-standing Lorentz-oscillator film: a numerical check

```python
"""
Result under test: a free-standing film of thickness d made of Lorentz
oscillators (resonance w0, strength wp, vacuum outside, no retardation)
has two surface modes at in-plane wavenumber q,
    W^2 = w0^2 + (wp^2/2) * (1 -/+ exp(-q d)),
minus for the potential even across the film, plus for the odd one.
All frequencies are given as energies hbar*w in eV, lengths in nm.
g is the damping rate (eV), eps the permittivity, r the reflection factor
of an evanescent potential. The independent road diagonalizes the Coulomb
interaction of the polarization in thin layers, with no permittivity and
no boundary conditions.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

HBAR_C = const.hbar * const.c / const.e * 1e9             # eV nm
HBAR2_M = const.hbar**2 / const.m_e / const.e * 1e18      # eV nm^2

w0, wp, damping = 15.0, 16.0, 10.0
d, q = 4.0, 0.25


def mode_energies(thickness, wavenumber):
    s = np.exp(-wavenumber * thickness)
    return np.sqrt(w0**2 + 0.5 * wp**2 * np.array([1 - s, 1 + s]))


def permittivity(w, g=0.0):
    return 1 + wp**2 / (w0**2 - w**2 - 1j * g * w)


def coulomb_modes(thickness, wavenumber, layers):
    """Eigenpairs of the depolarization operator, layer-averaged kernel."""
    h = thickness / layers
    x = wavenumber * h
    z = (np.arange(layers) + 0.5) * h
    u = z[:, None] - z[None, :]
    kernel = np.exp(-wavenumber * abs(u)) * 2 * np.sinh(x / 2)**2 / x
    np.fill_diagonal(kernel, 1 + np.expm1(-x) / x)
    cross = 1j * np.sign(u) * kernel
    operator = np.block([[kernel, cross],
                         [cross, np.eye(layers) - kernel]])
    values, vectors = np.linalg.eigh(operator)
    keep = (values > 0.05) & (values < 0.95)
    return values[keep], vectors[:, keep], values[~keep]


# Surface modes from the Coulomb interaction, for thin to thick films
for qd in (0.3, 1.0, 3.0):
    lam, _, bulk = coulomb_modes(d, qd / d, 200)
    assert len(lam) == 2, "there must be exactly two surface modes"
    assert np.all(np.minimum(abs(bulk), abs(bulk - 1)) < 1e-3)
    found = np.sqrt(w0**2 + wp**2 * lam)
    assert np.allclose(found, mode_energies(d, qd / d), atol=1e-3)

W = mode_energies(d, q)
lam_coarse, _, _ = coulomb_modes(d, q, 100)
lam_fine, vec, _ = coulomb_modes(d, q, 200)
W_coarse = np.sqrt(w0**2 + wp**2 * lam_coarse)
W_fine = np.sqrt(w0**2 + wp**2 * lam_fine)
error_ratio = (W_coarse - W) / (W_fine - W)
assert np.all((error_ratio > 3) & (error_ratio < 5)), "second order in layer"

# Parity and direction of the polarization
px, pz = vec[:200], vec[200:]
parity = np.sum(px.conj() * px[::-1], axis=0).real
parity /= np.sum(abs(px)**2, axis=0)
assert np.allclose(parity, [1, -1], atol=1e-6)
normal_share = np.sum(abs(pz)**2, axis=0)
share_formula = 0.5 * (1 + np.array([-1, 1]) * q * d / np.sinh(q * d))
assert np.allclose(normal_share, share_formula, atol=1e-4)


# Matching of potential and normal displacement at both faces
def matching_matrix(eps, s):
    return np.array([[1, -1, -s, 0], [-1, -eps, eps * s, 0],
                     [0, s, 1, -1], [0, eps * s, -eps, -1]])


s_film = np.exp(-q * d)
trial = np.array([-3.0, -1.0, 1.0])
dets = [np.linalg.det(matching_matrix(e, s_film)) for e in trial]
eps_modes = np.sort(np.roots(np.polyfit(trial, dets, 2)).real)
eps_formula = np.array([-1 / np.tanh(q * d / 2), -np.tanh(q * d / 2)])
assert np.allclose(eps_modes, eps_formula, atol=1e-9)
assert np.allclose(permittivity(W).real, eps_modes, atol=1e-9)

# Damped modes must still satisfy the matching conditions
W_damped = -0.5j * damping + np.sqrt(W**2 - damping**2 / 4)
assert np.allclose(permittivity(W_damped, damping), eps_modes, atol=1e-9)


# Loss seen by an outside source
def reflection_solved(w, g):
    matrix = matching_matrix(permittivity(w, g), s_film)
    return -np.linalg.solve(matrix, np.array([-1, -1, 0, 0]))[0]


def reflection_poles(w, g):
    poles = sum(1 / (E**2 - w**2 - 1j * g * w) for E in W)
    return 0.25 * wp**2 * (1 - s_film**2) * poles


def loss_maxima(g):
    w = np.arange(5.0, 40.0, 0.01)
    y = reflection_poles(w, g).imag
    top = (y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])
    return w[1:-1][top]


for g in (1.0, damping):
    for w in np.linspace(5, 40, 36):
        assert abs(reflection_solved(w, g) - reflection_poles(w, g)) < 1e-9
sharp, broad = loss_maxima(1.0), loss_maxima(damping)
assert len(sharp) == 2 and len(broad) == 1
g_low, g_high = 1.0, damping
for _ in range(12):
    g_mid = 0.5 * (g_low + g_high)
    if len(loss_maxima(g_mid)) == 2:
        g_low = g_mid
    else:
        g_high = g_mid


# Full Maxwell modes, to size the neglected retardation
def decay_rates(w, hc):
    eps = permittivity(w).real
    return eps, np.sqrt(q**2 - (w / hc)**2), np.sqrt(q**2 - eps * (w / hc)**2)


def retarded_mode(even, hc):
    def mismatch(w):
        eps, k0, k = decay_rates(w, hc)
        t = np.tanh(k * d / 2)
        return eps * k0 + (k / t if even else k * t)
    top = np.sqrt(w0**2 + wp**2)
    return brentq(mismatch, w0 + 1e-6, top - 1e-9, xtol=1e-13)


def magnetic_matching(w, hc):
    eps, k0, k = decay_rates(w, hc)
    a, s = k / eps, np.exp(-k * d)
    return np.array([[1, -1, -s, 0], [-k0, -a, a * s, 0],
                     [0, s, 1, -1], [0, a * s, -a, -k0]])


W_ret = np.array([retarded_mode(e, HBAR_C) for e in (True, False)])
W_slow = np.array([retarded_mode(e, 1e4 * HBAR_C) for e in (True, False)])
assert np.allclose(W_slow, W, atol=1e-5), "infinite light speed limit"
for w in W_ret:
    sv = np.linalg.svd(magnetic_matching(w, HBAR_C), compute_uv=False)
    assert sv[-1] / sv[0] < 1e-9

# Other neglected effects and comparison cases
W_bulk = np.sqrt(w0**2 + wp**2)
W_half = np.sqrt(w0**2 + wp**2 / 2)
density = (wp * const.e / const.hbar)**2 * const.epsilon_0 * const.m_e
density *= 1e-27 / const.e**2                              # nm^-3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
nonlocal_length = np.sqrt(0.6) * HBAR2_M * k_fermi / wp
pmma_mass_density = 1.2                                    # g/cm3, rough
pmma_unit_mass = 5 * 12.011 + 8 * 1.008 + 2 * 15.999       # C5H8O2, g/mol
pmma_valence = 5 * 4 + 8 * 1 + 2 * 6
valence_density = (pmma_mass_density / pmma_unit_mass * const.N_A
                   * pmma_valence * 1e-21)
thick = 30.0
thick_modes = mode_energies(thick, q)
electron_energy = 80.0
q_electron = W_half / np.sqrt(2 * electron_energy * HBAR2_M)

print(f"resonance energy {w0:.1f} eV; strength energy {wp:.1f} eV")
print(f"damping energy {damping:.1f} eV")
print(f"thickness {d:.1f} nm; wavenumber {q:.2f} 1/nm; qd {q*d:.2f}")
print(f"exp(-qd) {s_film:.4f}")
print(f"static permittivity {permittivity(0.0).real:.3f}")
print(f"static refractive index {np.sqrt(permittivity(0.0).real):.3f}")
print(f"bulk longitudinal energy {W_bulk:.3f} eV")
print(f"single-surface energy {W_half:.3f} eV")
print(f"mode permittivity: even {eps_modes[0]:.4f}, odd {eps_modes[1]:.4f}")
print(f"squared energy: even {W[0]**2:.2f}, odd {W[1]**2:.2f} eV^2")
print(f"mode energy: even {W[0]:.3f}, odd {W[1]:.3f} eV")
print(f"mode splitting {W[1]-W[0]:.3f} eV")
print(f"Coulomb eigenvalue: even {lam_fine[0]:.5f}, odd {lam_fine[1]:.5f}")
print(f"Coulomb mode energy: even {W_fine[0]:.5f}, odd {W_fine[1]:.5f} eV")
print(f"largest shift, 100 to 200 layers {max(abs(W_fine-W_coarse)):.1e} eV")
print(f"error ratio 100/200 layers {error_ratio[0]:.2f}, {error_ratio[1]:.2f}")
print(f"normal share of |P|^2: even {normal_share[0]:.4f}, "
      f"odd {normal_share[1]:.4f}")
for qd in (0.1, 0.3, 1.0, 3.0):
    e, o = mode_energies(d, qd / d)
    print(f"qd {qd:.1f}: even {e:.3f}, odd {o:.3f} eV")
print(f"damped real part: even {W_damped[0].real:.3f}, "
      f"odd {W_damped[1].real:.3f} eV")
print(f"loss maxima, damping 1 eV: {sharp[0]:.2f}, {sharp[1]:.2f} eV")
print(f"loss maximum, damping {damping:.0f} eV: {broad[0]:.2f} eV")
print(f"damping at which maxima merge {g_mid:.1f} eV")
print(f"light-line energy hbar*c*q {HBAR_C*q:.2f} eV")
print(f"retarded energy: even {W_ret[0]:.3f}, odd {W_ret[1]:.3f} eV")
print(f"retardation shift: even {W_ret[0]-W[0]:.3f}, "
      f"odd {W_ret[1]-W[1]:.3f} eV")
print(f"electron density in oscillator {density:.1f} 1/nm^3")
print(f"rough PMMA mass density {pmma_mass_density:.1f} g/cm3")
print(f"rough PMMA valence density {valence_density:.0f} 1/nm^3")
print(f"oscillator share of valence strength {density/valence_density:.2f}")
print(f"nonlocal length scale {nonlocal_length:.3f} nm")
print(f"nonlocal length times q {nonlocal_length*q:.4f}")
print(f"{thick:.0f} nm film, same q: qd {thick*q:.2f}, splitting "
      f"{1000*(thick_modes[1]-thick_modes[0]):.2f} meV")
print(f"{thick:.0f} nm film, qd 1: light-line energy {HBAR_C/thick:.2f} eV")
print(f"parallel electron energy {electron_energy:.0f} eV")
print(f"its wavenumber w/v {q_electron:.2f} 1/nm; qd {q_electron*d:.1f}")
print(f"its exp(-qd) {np.exp(-q_electron*d):.1e}")
print(f"its nonlocal length times q {nonlocal_length*q_electron:.2f}")
print("finished without a failed check")
```

Printed output:

```
resonance energy 15.0 eV; strength energy 16.0 eV
damping energy 10.0 eV
thickness 4.0 nm; wavenumber 0.25 1/nm; qd 1.00
exp(-qd) 0.3679
static permittivity 2.138
static refractive index 1.462
bulk longitudinal energy 21.932 eV
single-surface energy 18.788 eV
mode permittivity: even -2.1640, odd -0.4621
squared energy: even 305.91, odd 400.09 eV^2
mode energy: even 17.490, odd 20.002 eV
mode splitting 2.512 eV
Coulomb eigenvalue: even 0.31606, odd 0.68394
Coulomb mode energy: even 17.49033, odd 20.00221 eV
largest shift, 100 to 200 layers 2.8e-05 eV
error ratio 100/200 layers 4.00, 4.00
normal share of |P|^2: even 0.0745, odd 0.9255
qd 0.1: even 15.401, odd 21.652 eV
qd 0.3: even 16.068, odd 21.162 eV
qd 1.0: even 17.490, odd 20.002 eV
qd 3.0: even 18.618, odd 18.957 eV
damped real part: even 16.760, odd 19.367 eV
loss maxima, damping 1 eV: 17.49, 19.99 eV
loss maximum, damping 10 eV: 17.96 eV
damping at which maxima merge 3.7 eV
light-line energy hbar*c*q 49.33 eV
retarded energy: even 17.354, odd 19.766 eV
retardation shift: even -0.137, odd -0.236 eV
electron density in oscillator 185.7 1/nm^3
rough PMMA mass density 1.2 g/cm3
rough PMMA valence density 289 1/nm^3
oscillator share of valence strength 0.64
nonlocal length scale 0.065 nm
nonlocal length times q 0.0163
30 nm film, same q: qd 7.50, splitting 3.77 meV
30 nm film, qd 1: light-line energy 6.58 eV
parallel electron energy 80 eV
its wavenumber w/v 5.38 1/nm; qd 21.5
its exp(-qd) 4.5e-10
its nonlocal length times q 0.35
finished without a failed check
```
